**Self-consistent screening length in submonolayer growth**

In the uniform-medium theory of irreversible growth, the local diffusion equation and the rate equations agree when ξ⁻² = 2σ₁n + Σ_{s≥2} σ_s n_s. Here ξ is the screening length, n the adatom density, n_s the density of islands of s atoms, and σ_s = 2πx K₁(x)/K₀(x) the capture number, with x = R_s/ξ and R_s the capture radius. The program integrates the rate equations for D/F = 10⁶ a² and asserts that mass is conserved. It asserts that the capture formula agrees with finite-difference solutions for fixed islands and for pairs of mobile adatoms. A time-dependent solution must reproduce the mean density far from an island; when adatom loss is counted once instead of twice, the far density is 8.2% too high at 0.01 monolayer. Explicit random absorbers give capture numbers about 2% below the theory, within the asserted 10%, and a point-source response within the asserted 15%. With a quadratic local adatom loss, the program asserts that the far deviation decays with ξ⁻² + 2σ₁n, which marks a limit of the uniform-loss closure.

## Verification by program

```python
"""
Result under test: in the uniform-medium theory of submonolayer growth
    1/xi^2 = 2 sigma_1 n_1 + sum_{s>=2} sigma_s n_s,
    sigma_s = 2 pi x K1(x)/K0(x),  x = R_s/xi.
n_1: adatom density, n_s: density of islands of s atoms, sigma_s: capture
number, R_s: capture radius, xi: screening length, D: adatom diffusion
coefficient, F: deposition rate per site. The factor 2 counts the two adatoms
lost per dimer. Length unit: lattice constant a; time unit: 1/F, so that time
equals coverage in monolayers (ML). The absorber test uses the cell side as
its length unit.
"""
import numpy as np
from scipy.special import k0, k0e, k1e
from scipy.optimize import brentq
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded, lu_factor, lu_solve
from scipy.interpolate import CubicSpline

F = 1.0
D = 1.0e6
MAX_SIZE = 80
sizes = np.arange(1, MAX_SIZE + 1)
radii = np.sqrt(sizes / np.pi) + 0.5
loss_weight = np.ones(MAX_SIZE)
loss_weight[0] = 2.0          # two adatoms disappear per dimer


def capture(inv_xi2, radius):
    x = np.sqrt(inv_xi2) * radius
    return 2 * np.pi * x * k1e(x) / k0e(x)


def self_consistent(density, radius, weight):
    """Solve 1/xi^2 = sum(weight * sigma(xi) * density)."""
    wn = weight * density

    def mismatch(y):
        return y - np.log(np.dot(wn, capture(np.exp(y), radius)))
    return np.exp(brentq(mismatch, np.log(1e-14), np.log(1e5), xtol=1e-11))


def rates(t, n):
    q = self_consistent(n, radii, loss_weight)
    attach = D * n[0] * capture(q, radii) * n
    dn = np.empty_like(n)
    dn[0] = F - D * q * n[0]
    dn[1:] = attach[:-1] - attach[1:]
    return dn


def radial_solve(u, diffusivity, loss, source):
    """Steady diffusion on r=exp(u): zero at inner edge, no flux at outer."""
    h = u[1] - u[0]
    r2 = np.exp(2 * u)
    band = np.zeros((3, u.size))
    band[0, 2:] = diffusivity
    band[1] = -2 * diffusivity - h * h * r2 * loss
    band[2, :-1] = diffusivity
    band[1, 0] = 1.0
    band[2, -2] = 2 * diffusivity
    rhs = -h * h * r2 * source
    rhs[0] = 0.0
    return solve_banded((1, 1), band, rhs)


def edge_flux(u, diffusivity, profile):
    h = u[1] - u[0]
    slope = (-3 * profile[0] + 4 * profile[1] - profile[2]) / (2 * h)
    return 2 * np.pi * diffusivity * slope


# ---- uniqueness of the screening length: slope of ln sigma in ln(1/xi^2)
grid = np.logspace(-8, 3, 4000)
slope = np.gradient(np.log(capture(grid, 1.0)), np.log(grid))
assert 0 < slope.min() and slope.max() < 0.5

# ---- rate equations with self-consistent capture
start = np.zeros(MAX_SIZE)
start[0] = 1e-6
run = solve_ivp(rates, (1e-6, 0.05), start, method="RK45",
                rtol=1e-6, atol=1e-11, dense_output=True)
assert run.success
print(f"D/F = {D / F:.1e} a^2; R_1 = {radii[0]:.4f} a")
print(f"largest slope of ln sigma in ln(1/xi^2) on grid = {slope.max():.4f}")
states = {}
for cov in (0.001, 0.01, 0.05):
    n = run.sol(cov)
    q = self_consistent(n, radii, loss_weight)
    sig = capture(q, radii)
    islands = n[1:].sum()
    mean_size = np.dot(sizes[1:], n[1:]) / islands
    adatom_part = 2 * sig[0] * n[0]
    island_part = np.dot(sig[1:], n[1:])
    mass = np.dot(sizes, n)
    assert abs(mass / cov - 1) < 1e-4
    assert abs(n[-1]) * MAX_SIZE < 1e-6 * cov
    states[cov] = (n, q, sig, adatom_part, mean_size)
    print(f"coverage {cov:.3f} ML:")
    print(f"  adatom density = {n[0]:.4e} a^-2")
    print(f"  island density = {islands:.4e} a^-2")
    print(f"  mean island size = {mean_size:.3f} atoms")
    print(f"  sigma_1 = {sig[0]:.4f}")
    print(f"  mean island sigma = {island_part / islands:.4f}")
    print(f"  adatom part of 1/xi^2 = {adatom_part:.4e} a^-2")
    print(f"  island part of 1/xi^2 = {island_part:.4e} a^-2")
    print(f"  1/xi^2 = {q:.4e} a^-2; xi = {q ** -0.5:.3f} a")
    print(f"  F/(D n_1 xi^-2) = {F / (D * n[0] * q):.4f}")

# ---- capture formula against the radial diffusion equation
n, q, sig, _, _ = states[0.05]
worst = 0.0
for s in (1, 5, 20):
    u = np.linspace(np.log(radii[s - 1]), np.log(16 / np.sqrt(q)), 4000)
    prof = radial_solve(u, D, D * q, D * q * n[0])
    numeric = edge_flux(u, D, prof) / (D * n[0])
    worst = max(worst, abs(numeric / sig[s - 1] - 1))
assert worst < 1e-3
print(f"capture formula, worst relative error = {worst:.1e}")

# ---- two mobile adatoms: ordered-pair density, half its flux makes dimers
u = np.linspace(np.log(radii[0]), np.log(16 / np.sqrt(q)), 4000)
steady_flux = D * q * n[0]
pair = radial_solve(u, 2 * D, 2 * D * q, 2 * steady_flux * n[0])
sigma_pair = 0.5 * edge_flux(u, 2 * D, pair) / (D * n[0] ** 2)
assert abs(sigma_pair / sig[0] - 1) < 1e-3
print(f"sigma_1 from pair diffusion at 0.05 ML = {sigma_pair:.4f}")

# ---- time-dependent local equation, started from an empty surface
t0, t1, steps = 0.005, 0.01, 1000
knots = np.linspace(t0, t1, 41)
full, single = [], []
for t in knots:
    nt = run.sol(t)
    qt = self_consistent(nt, radii, loss_weight)
    full.append(qt)
    single.append(qt - capture(qt, radii[0]) * nt[0])
n, q, sig, adatom_part, mean_size = states[0.01]
s_test = int(round(mean_size))
u = np.linspace(np.log(radii[s_test - 1]), np.log(16 / np.sqrt(q)), 800)
dt = (t1 - t0) / steps
far_ratio = []
for values in (full, single):
    loss_of_t = CubicSpline(knots, values)
    prof = np.zeros(u.size)
    for t in t0 + dt * np.arange(1, steps + 1):
        prof = radial_solve(u, D, D * float(loss_of_t(t)) + 1 / dt,
                            F + prof / dt)
    far_ratio.append(prof[-1] / n[0])
    if values is full:
        sigma_time = edge_flux(u, D, prof) / (D * n[0])
assert abs(far_ratio[0] - 1) < 1e-3
assert far_ratio[1] - 1 > 0.01
assert abs(sigma_time / sig[s_test - 1] - 1) < 0.01
print(f"far density / mean density at 0.01 ML = {far_ratio[0]:.5f}")
print(f"same, adatom loss counted once = {far_ratio[1]:.5f}")
print(f"time-dependent sigma, s={s_test}: {sigma_time:.4f}")
print(f"quasi-static sigma, s={s_test}: {sig[s_test - 1]:.4f}")

# ---- quadratic local adatom loss instead of uniform loss (mean density = 1)
n, q, sig, adatom_part, _ = states[0.001]
u = np.linspace(np.log(radii[1]), np.log(16 / np.sqrt(q)), 4000)
prof = radial_solve(u, 1.0, q, q)
for _ in range(30):
    old = prof
    prof = radial_solve(u, 1.0, q - adatom_part + 2 * adatom_part * old,
                        q + adatom_part * old ** 2)
assert np.max(np.abs(prof - old)) < 1e-8
sigma_quadratic = edge_flux(u, 1.0, prof)
r = np.exp(u)
i, j = np.searchsorted(r, np.array([5.0, 7.0]) / np.sqrt(q))
tail = (1 - prof[i]) / (1 - prof[j])
k_tail = np.sqrt(q + adatom_part)
tail_shifted = k0(k_tail * r[i]) / k0(k_tail * r[j])
tail_uniform = k0(np.sqrt(q) * r[i]) / k0(np.sqrt(q) * r[j])
assert abs(tail / tail_shifted - 1) < 0.01
assert abs(tail / tail_uniform - 1) > 0.03
print(f"dimer sigma at 0.001 ML, uniform loss = {sig[1]:.4f}")
print(f"dimer sigma at 0.001 ML, quadratic loss = {sigma_quadratic:.4f}")
print(f"quadratic-loss tail decay length = {1 / k_tail:.3f} a")


# ---- many explicit absorbers in a periodic unit cell, no assumed screening
def periodic_green(dx, dy):
    """Zero-mean solution of -Laplacian G = delta - 1 in the unit cell."""
    dy = dy - np.round(dy)
    g = 0.5 * (dy * dy - np.abs(dy) + 1 / 6)
    sin2 = np.sin(np.pi * dx) ** 2
    for m in range(-2, 3):
        rho = np.exp(-2 * np.pi * np.abs(dy + m))
        g = g - np.log((1 - rho) ** 2 + 4 * rho * sin2) / (4 * np.pi)
    return g


assert abs(periodic_green(0.13, 0.37) - periodic_green(0.37, 0.13)) < 1e-6
rng = np.random.default_rng(7)
COUNT, SOURCES, SAMPLES = 600, 150, 12
small, large = 0.0003, 0.001
disk = np.where(np.arange(COUNT) % 2 == 0, small, large)
two = np.array([small, large])
q_box = self_consistent(np.full(2, COUNT / 2), two, np.ones(2))
kr = np.array([0.5, 1.0, 1.5])
angles = np.arange(4) * np.pi / 2
ring = np.repeat(kr / np.sqrt(q_box), 4)
ring_x = ring * np.cos(np.tile(angles, 3))
ring_y = ring * np.sin(np.tile(angles, 3))
mean_density = 0.0
mean_uptake = np.zeros(2)
response = np.zeros(3)
for _ in range(SAMPLES):
    pos = np.empty((COUNT, 2))
    placed = 0
    while placed < COUNT:
        trial = rng.random(2)
        gap = pos[:placed] - trial
        gap -= np.round(gap)
        if placed == 0 or np.min(np.sum(gap ** 2, axis=1)) > 0.003 ** 2:
            pos[placed] = trial
            placed += 1
    dx = pos[:, None, 0] - pos[None, :, 0]
    dy = pos[:, None, 1] - pos[None, :, 1]
    np.fill_diagonal(dx, disk)          # self term taken at the disk edge
    matrix = np.zeros((COUNT + 1, COUNT + 1))
    matrix[:COUNT, :COUNT] = periodic_green(dx, dy)
    matrix[:COUNT, COUNT] = -1.0
    matrix[COUNT, :COUNT] = 1.0
    src = rng.random((SOURCES, 2))
    rhs = np.zeros((COUNT + 1, SOURCES + 1))
    rhs[COUNT] = 1.0                    # total uptake equals total supply
    rhs[:COUNT, 1:] = periodic_green(pos[:, None, 0] - src[None, :, 0],
                                     pos[:, None, 1] - src[None, :, 1])
    sol = lu_solve(lu_factor(matrix), rhs)
    mean_density += sol[COUNT, 0] / SAMPLES
    mean_uptake += np.array([sol[0:COUNT:2, 0].mean(),
                             sol[1:COUNT:2, 0].mean()]) / SAMPLES
    px = src[None, :, 0] + ring_x[:, None]
    py = src[None, :, 1] + ring_y[:, None]
    g_abs = periodic_green(px[:, :, None] - pos[None, None, :, 0],
                           py[:, :, None] - pos[None, None, :, 1])
    field = (sol[COUNT, 1:][None, :]
             + periodic_green(ring_x, ring_y)[:, None]
             - np.einsum("psj,js->ps", g_abs, sol[:COUNT, 1:]))
    response += field.mean(axis=1).reshape(3, 4).mean(axis=1) / SAMPLES

sigma_many = mean_uptake / mean_density
sigma_theory = capture(q_box, two)
response_theory = k0(kr) / (2 * np.pi)
# Tolerances cover correlated repeated scattering, absent from the theory,
# and the sampling noise of a finite number of random arrangements.
assert np.all(np.abs(sigma_many / sigma_theory - 1) < 0.10)
assert np.all(np.abs(response / response_theory - 1) < 0.15)
for factor in (0.5, 2.0):               # a wrong screening must be rejected
    wrong = k0(np.sqrt(factor) * kr[1]) / (2 * np.pi)
    assert abs(response[1] / wrong - 1) > 0.2
print(f"absorbers per cell = {COUNT}; arrangements = {SAMPLES}")
print(f"absorber radii / cell side = {small}, {large}")
print(f"xi / cell side, theory = {q_box ** -0.5:.5f}")
for name, a, b in zip(("small", "large"), sigma_many, sigma_theory):
    print(f"sigma {name}: explicit {a:.4f}, theory {b:.4f}")
for x, a, b in zip(kr, response, response_theory):
    print(f"response at r/xi={x:.1f}: explicit {a:.4f}, theory {b:.4f}")
print("OK")
```

It prints:

```
D/F = 1.0e+06 a^2; R_1 = 1.0642 a
largest slope of ln sigma in ln(1/xi^2) on grid = 0.4923
coverage 0.001 ML:
  adatom density = 4.4535e-04 a^-2
  island density = 2.4118e-04 a^-2
  mean island size = 2.300 atoms
  sigma_1 = 2.0258
  mean island sigma = 2.1879
  adatom part of 1/xi^2 = 1.8043e-03 a^-2
  island part of 1/xi^2 = 5.2768e-04 a^-2
  1/xi^2 = 2.3320e-03 a^-2; xi = 20.708 a
  F/(D n_1 xi^-2) = 0.9629
coverage 0.010 ML:
  adatom density = 1.7842e-04 a^-2
  island density = 1.6648e-03 a^-2
  mean island size = 5.900 atoms
  sigma_1 = 2.3496
  mean island sigma = 2.8927
  adatom part of 1/xi^2 = 8.3843e-04 a^-2
  island part of 1/xi^2 = 4.8157e-03 a^-2
  1/xi^2 = 5.6541e-03 a^-2; xi = 13.299 a
  F/(D n_1 xi^-2) = 0.9913
coverage 0.050 ML:
  adatom density = 7.6997e-05 a^-2
  island density = 2.9382e-03 a^-2
  mean island size = 16.991 atoms
  sigma_1 = 2.7522
  mean island sigma = 4.2798
  adatom part of 1/xi^2 = 4.2383e-04 a^-2
  island part of 1/xi^2 = 1.2575e-02 a^-2
  1/xi^2 = 1.2999e-02 a^-2; xi = 8.771 a
  F/(D n_1 xi^-2) = 0.9991
capture formula, worst relative error = 6.8e-08
sigma_1 from pair diffusion at 0.05 ML = 2.7522
far density / mean density at 0.01 ML = 1.00000
same, adatom loss counted once = 1.08244
time-dependent sigma, s=6: 2.9261
quasi-static sigma, s=6: 2.9333
dimer sigma at 0.001 ML, uniform loss = 2.1600
dimer sigma at 0.001 ML, quadratic loss = 2.3087
quadratic-loss tail decay length = 15.549 a
absorbers per cell = 600; arrangements = 12
absorber radii / cell side = 0.0003, 0.001
xi / cell side, theory = 0.03313
sigma small: explicit 1.2766, theory 1.3032
sigma large: explicit 1.6997, theory 1.7337
response at r/xi=0.5: explicit 0.1474, theory 0.1471
response at r/xi=1.0: explicit 0.0674, theory 0.0670
response at r/xi=1.5: explicit 0.0343, theory 0.0340
OK
```
